# Hydrogen-hydrogen C6 from imaginary-frequency response and mapped Gauss-Legendre quadrature: test program

```python
"""
Result under test: the dispersion coefficient of two ground-state H atoms,
    C6 = (3/pi) * integral_0^infinity alpha(i w)^2 dw = about 6.499 a.u.,
where alpha(i w) = 2 Re <z psi0| (H - E0 + i w)^(-1) |z psi0>.
Hartree atomic units; w is the imaginary frequency, E0 = -1/2.
The p-wave response is expanded in r^2 exp(-r) L_k^(3)(2r), normalized with
weight 1/r. In that basis H - E0 is diagonal and the overlap is tridiagonal.
The frequency map is w = w0 (1+t)/(1-t), with Gauss-Legendre nodes t.
"""
import numpy as np
import mpmath as mp
from scipy import constants
from scipy.integrate import quad
from scipy.linalg import eigh, solve_banded
from scipy.special import genlaguerre


def response_matrices(size):
    """Diagonal of H-E0, diagonal and off-diagonal of overlap, source."""
    k = np.arange(size, dtype=float)
    energy = k + 1
    overlap_diag = k + 2
    overlap_off = -0.5 * np.sqrt((k[:-1] + 1) * (k[:-1] + 4))
    source = np.zeros(size)
    source[:2] = np.array([np.sqrt(2), -1 / np.sqrt(2)])[:size]
    return energy, overlap_diag, overlap_off, source


def dense_matrices(size):
    energy, sd, so, source = response_matrices(size)
    overlap = np.diag(sd) + np.diag(so, 1) + np.diag(so, -1)
    return np.diag(energy), overlap, source


def alpha_basis(omega, size):
    """Polarizability at imaginary frequency from one tridiagonal solve."""
    energy, sd, so, source = response_matrices(size)
    if size == 1:
        return 2 * (source[0]**2 / (energy[0] + 1j * omega * sd[0])).real
    bands = np.zeros((3, size), dtype=complex)
    bands[0, 1:] = 1j * omega * so
    bands[1] = energy + 1j * omega * sd
    bands[2, :-1] = 1j * omega * so
    return 2 * (source @ solve_banded((1, 1), bands, source)).real


def mapped_rule(nodes, scale):
    t, weight = np.polynomial.legendre.leggauss(nodes)
    return scale * (1 + t) / (1 - t), weight * 2 * scale / (1 - t)**2


def c6_mapped(nodes, scale, size):
    omega, weight = mapped_rule(nodes, scale)
    alpha = np.array([alpha_basis(w, size) for w in omega])
    return 3 / np.pi * np.sum(weight * alpha**2)


def c6_pair(size):
    """Second-order energy solved directly in the two-atom product space."""
    energy, overlap, source = dense_matrices(size)
    pair_matrix = np.kron(energy, overlap) + np.kron(overlap, energy)
    pair_source = np.kron(source, source)
    return 6 * pair_source @ np.linalg.solve(pair_matrix, pair_source)


def alpha_grid(omega, mass=1.0):
    """Finite-difference radial response, extrapolated in the step."""
    values = []
    for step in (0.02, 0.01):
        r = step * np.arange(1, int(round(40 / step)))
        source = 2 * mass**1.5 / np.sqrt(3) * r**2 * np.exp(-mass * r)
        bands = np.zeros((3, r.size), dtype=complex)
        bands[0, 1:] = bands[2, :-1] = -0.5 / (mass * step**2)
        bands[1] = (1 / (mass * step**2) + 1 / (mass * r**2) - 1 / r
                    + mass / 2 + 1j * omega)
        u = solve_banded((1, 1), bands, source)
        values.append(2 * step * np.sum(source * u).real)
    return (4 * values[1] - values[0]) / 3


def c6_grid(mass=1.0):
    integral = quad(lambda w: alpha_grid(w, mass)**2, 0, np.inf,
                    epsabs=1e-8, epsrel=1e-8, limit=100)[0]
    return 3 / np.pi * integral


# Dipole-dipole tensor extracted from the full Coulomb energy of two atoms.
mp.mp.dps = 60
distance = mp.mpf(10)**8
tensor = np.zeros((3, 3))
for i in range(3):
    for j in range(3):
        r1 = [mp.mpf(int(i == m)) for m in range(3)]
        r2 = [mp.mpf(int(j == m)) for m in range(3)]
        axis = [mp.mpf(0), mp.mpf(0), distance]

        def inverse_length(vector):
            return 1 / mp.sqrt(sum(c * c for c in vector))

        coulomb = (1 / distance
                   - inverse_length([a + b for a, b in zip(axis, r2)])
                   - inverse_length([a - b for a, b in zip(axis, r1)])
                   + inverse_length([a + b - c for a, b, c
                                     in zip(axis, r2, r1)]))
        tensor[i, j] = float(coulomb * distance**3)
assert np.allclose(tensor, np.diag([1, 1, -2]), atol=1e-6)
angular_factor = np.sum(tensor**2)
assert abs(angular_factor - 6) < 1e-6

# Frequency identity that separates the two atoms.
a, b = 0.375, 1.2
identity = 2 / np.pi * quad(
    lambda w: a * b / ((a*a + w*w) * (b*b + w*w)), 0, np.inf)[0]
assert abs(identity - 1 / (a + b)) < 1e-8

# Matrix elements integrated from the basis functions themselves.
x, wx = np.polynomial.laguerre.laggauss(30)
r = x / 2
wr = wx / 2
functions, slopes = [], []
for k in range(6):
    poly = genlaguerre(k, 3)
    f = r**2 * poly(x)
    df = (2 * r - r**2) * poly(x) + 2 * r**2 * poly.deriv()(x)
    norm = np.sqrt(np.sum(wr * f**2 / r))
    functions.append(f / norm)
    slopes.append(df / norm)
F, G = np.array(functions), np.array(slopes)
D6, S6, b6 = dense_matrices(6)
assert np.allclose((F * wr) @ F.T, S6, atol=1e-9)
potential = 1 / r**2 - 1 / r + 0.5
assert np.allclose(0.5 * (G * wr) @ G.T + (F * wr * potential) @ F.T,
                   D6, atol=1e-9)
assert np.allclose(F @ (wr * 2 / np.sqrt(3) * r**2), b6, atol=1e-9)

# Response against the radial grid, and its static and fast limits.
test_frequencies = [0.0, 0.5, 2.0, 10.0]
alpha_pairs = [(w, alpha_basis(w, 40), alpha_grid(w))
               for w in test_frequencies]
for w, from_basis, from_grid in alpha_pairs:
    assert abs(from_basis - from_grid) < 2e-6
alpha_static = alpha_basis(0.0, 40)
assert abs(alpha_static - 4.5) < 1e-10
assert abs(1e4 * alpha_basis(100.0, 40) - 1) < 1e-3

# Pseudostates: first excitation energy and oscillator-strength sum.
D40, S40, b40 = dense_matrices(40)
excitation, vectors = eigh(D40, S40)
strength = 2 * excitation * (vectors.T @ b40)**2
assert abs(excitation[0] - 0.375) < 1e-9
assert abs(np.sum(strength) - 1) < 1e-9
assert abs(np.sum(strength / (excitation**2 + 0.25))
           - alpha_basis(0.5, 40)) < 1e-9

# Frequency quadrature against the frequency-free two-atom solution.
scale = 0.5
pair_reference = c6_pair(20)
node_errors = {n: c6_mapped(n, scale, 20) - pair_reference
               for n in (4, 6, 8, 12, 16, 24, 64)}
assert abs(node_errors[16]) < 1e-6
assert abs(node_errors[64]) < 1e-10
scale_errors = {s: c6_mapped(8, s, 20) - pair_reference
                for s in (0.05, 0.2, 0.5, 1.0, 2.0, 10.0)}
assert abs(scale_errors[0.05]) > 10 * abs(scale_errors[0.5])
assert abs(scale_errors[10.0]) > 10 * abs(scale_errors[0.5])

# Basis convergence: one function gives 6, and each addition raises C6.
basis_values = {n: c6_mapped(64, scale, n) for n in (1, 2, 3, 4, 6, 8)}
assert abs(basis_values[1] - 6) < 1e-10
assert np.all(np.diff(list(basis_values.values())) > 0)
c6 = c6_mapped(64, scale, 40)
assert abs(c6 - pair_reference) < 1e-8
assert abs(c6 - 6.499) < 5e-4

# Complete second calculation, and scaling with the reduced mass.
c6_from_grid = c6_grid()
assert abs(c6_from_grid - c6) < 1e-5
test_mass = 0.9
mass_ratio = c6_grid(test_mass) / c6_from_grid
assert abs(mass_ratio - test_mass**-5) < 1e-5

# Cutting the frequency range at W loses about 1/(pi W^3).
cutoff = 10.0
t, wt = np.polynomial.legendre.leggauss(40)
cut_alpha = np.array([alpha_basis(cutoff * (1 + s) / 2, 40) for s in t])
cut_error = 3 / np.pi * np.sum(wt * cutoff / 2 * cut_alpha**2) - c6
cut_estimate = -1 / (np.pi * cutoff**3)
assert abs(cut_error / cut_estimate - 1) < 0.05


def one_pole_error(nodes, ratio):
    """Error for integral of (1+w^2/e^2)^(-2), with e = ratio and w0 = 1."""
    omega, weight = mapped_rule(nodes, 1.0)
    return (np.sum(weight / (1 + (omega / ratio)**2)**2)
            - np.pi * ratio / 4)


def convergence_base(ratio):
    total = 2 * (ratio + 1) / np.sqrt(ratio**2 + 1)
    return (total + np.sqrt(total**2 - 4)) / 2


# Matched pole: the even integrand is 1/(1+t^2)/2, so half of 2 pi rho^-(2n+1).
rho_best = convergence_base(1.0)
for n in (4, 6, 8, 10):
    predicted = np.pi * rho_best**(-2 * n - 1)
    assert abs(abs(one_pole_error(n, 1.0)) / predicted - 1) < 0.25 / n
# Unmatched pole: the envelope follows n rho^(-2n).
rho_five = convergence_base(5.0)
envelopes = [max(abs(one_pole_error(n, 5.0)) * rho_five**(2 * n) / n
                 for n in window) for window in (range(6, 12), range(12, 18))]
assert 0.6 < envelopes[1] / envelopes[0] < 1.7

# One-pole estimate fixed by the static value and unit strength sum.
pole_energy = 1 / np.sqrt(alpha_static)
c6_one_pole = 0.75 * alpha_static**2 * pole_energy

electron_proton = constants.value('electron-proton mass ratio')
reduced_mass = 1 / (1 + electron_proton)
c6_finite_mass = c6 * reduced_mass**-5
to_ev_angstrom6 = (constants.value('Hartree energy in eV')
                   * (constants.value('Bohr radius') * 1e10)**6)

print(f"angular factor = {angular_factor:.6f}")
print(f"static polarizability = {alpha_static:.8f} bohr^3")
print(f"lowest excitation energy = {excitation[0]:.8f} hartree")
print(f"its oscillator strength = {strength[0]:.6f}")
print(f"oscillator-strength sum = {np.sum(strength):.8f}")
print("w (hartree), alpha basis, alpha grid (bohr^3):")
for w, from_basis, from_grid in alpha_pairs:
    print(f"  {w:5.1f}  {from_basis:.8f}  {from_grid:.8f}")
print(f"map scale w0 = {scale:.2f} hartree")
print("8 nodes, 40 functions: w, weight (hartree), alpha (bohr^3), C6 part:")
omega8, weight8 = mapped_rule(8, scale)
alpha8 = np.array([alpha_basis(w, 40) for w in omega8])
parts8 = 3 / np.pi * weight8 * alpha8**2
for row in zip(omega8, weight8, alpha8, parts8):
    print("  {:.7f}  {:.7f}  {:.8f}  {:.8f}".format(*row))
print(f"sum of 8 parts = {np.sum(parts8):.8f} hartree bohr^6")
print("basis functions, C6 (hartree bohr^6):")
for n, value in basis_values.items():
    print(f"  {n:2d}  {value:.9f}")
print(f"two-atom solve, 20 functions = {pair_reference:.10f} a.u.")
print("nodes, quadrature error at w0 = 0.5 (a.u.):")
for n, error in node_errors.items():
    print(f"  {n:2d}  {error:+.2e}")
print("w0 (hartree), error with 8 nodes (a.u.):")
for s, error in scale_errors.items():
    print(f"  {s:5.2f}  {error:+.2e}")
print(f"rho for e/w0 = 1: {rho_best:.5f}; for e/w0 = 5: {rho_five:.5f}")
print(f"cutoff {cutoff:.0f} hartree: error {cut_error:.3e} a.u.")
print(f"cutoff error estimate = {cut_estimate:.3e} a.u.")
print(f"one-pole energy = {pole_energy:.6f} hartree")
print(f"one-pole C6 = {c6_one_pole:.6f} a.u.")
print(f"one-pole excess = {100 * (c6_one_pole / c6 - 1):.2f} percent")
print(f"C6, radial grid and adaptive integral = {c6_from_grid:.7f} a.u.")
print(f"C6, 40 functions and 64 nodes = {c6:.10f} a.u.")
print(f"C6 = {c6 * to_ev_angstrom6:.5f} eV angstrom^6")
print(f"C6 ratio at mass 0.9 = {mass_ratio:.6f}; law {test_mass**-5:.6f}")
print(f"C6 with finite proton mass = {c6_finite_mass:.6f} a.u.")
print(f"finite-mass shift = {100 * (c6_finite_mass / c6 - 1):.4f} percent")
print("done: every assertion held")
```

Printed output:

```
angular factor = 6.000000
static polarizability = 4.50000000 bohr^3
lowest excitation energy = 0.37500000 hartree
its oscillator strength = 0.416197
oscillator-strength sum = 1.00000000
w (hartree), alpha basis, alpha grid (bohr^3):
    0.0  4.50000000  4.50000000
    0.5  1.90538844  1.90538844
    2.0  0.22447361  0.22447361
   10.0  0.00992409  0.00992409
map scale w0 = 0.50 hartree
8 nodes, 40 functions: w, weight (hartree), alpha (bohr^3), C6 part:
  0.0101286  0.0263428  4.49727464  0.50878298
  0.0565863  0.0688911  4.41660793  1.28325183
  0.1555089  0.1347972  3.94374329  2.00202501
  0.3449981  0.2589641  2.69572295  1.79705544
  0.7246417  0.5439340  1.19957328  0.74743113
  1.6076255  1.3935117  0.33310235  0.14765134
  4.4180282  5.3787304  0.04969138  0.01268274
  24.6824827  64.1948287  0.00163895  0.00016467
sum of 8 parts = 6.49904515 hartree bohr^6
basis functions, C6 (hartree bohr^6):
   1  6.000000000
   2  6.482142857
   3  6.498443983
   4  6.499002577
   6  6.499026596
   8  6.499026704
two-atom solve, 20 functions = 6.4990267054 a.u.
nodes, quadrature error at w0 = 0.5 (a.u.):
   4  +3.56e-02
   6  +1.44e-03
   8  +1.84e-05
  12  -6.88e-08
  16  +1.47e-10
  24  +1.02e-11
  64  +1.78e-15
w0 (hartree), error with 8 nodes (a.u.):
   0.05  +1.94e-02
   0.20  -9.80e-05
   0.50  +1.84e-05
   1.00  -1.63e-04
   2.00  +5.76e-03
  10.00  +6.68e-01
rho for e/w0 = 1: 2.41421; for e/w0 = 5: 1.79687
cutoff 10 hartree: error -3.153e-04 a.u.
cutoff error estimate = -3.183e-04 a.u.
one-pole energy = 0.471405 hartree
one-pole C6 = 7.159456 a.u.
one-pole excess = 10.16 percent
C6, radial grid and adaptive integral = 6.4990267 a.u.
C6, 40 functions and 64 nodes = 6.4990267054 a.u.
C6 = 3.88334 eV angstrom^6
C6 ratio at mass 0.9 = 1.693509; law 1.693509
C6 with finite proton mass = 6.516743 a.u.
finite-mass shift = 0.2726 percent
done: every assertion held
```
